# Real Hamiltonians, conical intersections and the Berry phase of 0 or π: a numerical check

```python
"""Berry phase of a real symmetric Hamiltonian: 0 or pi, never anything else.

Result under test: on a closed loop where a level stays nondegenerate, a real
eigenvector returns to plus or minus itself, and exp(i*gamma) is that sign.
For the two-level matrix a*sigma_z + b*sigma_x, gamma = pi * (number of
enclosed linear conical intersections), modulo 2 pi.

Symbols: z = x + i y position in the plane (bohr); a + i b = k z + g conj(z)^2;
k linear coupling (Ry/bohr); g quadratic coupling (Ry/bohr^2);
gamma = -arg of the closed product of neighbour overlaps;
w = complex distortion of the H3 triangle (bohr), w = 0 being equilateral.
Rydberg atomic units: hbar = 1, hbar^2/(2 m_e) = 1 Ry bohr^2.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, fci

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
rng = np.random.default_rng(7)
SZ = np.array([[1, 0], [0, -1]], dtype=complex)
SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
k, g = 0.10, 0.05


def field(z, k_lin, g_quad):
    return k_lin * z + g_quad * np.conj(z) ** 2


def matrices(f, delta=0.0):
    f = np.atleast_1d(f)
    return (f.real[:, None, None] * SZ + f.imag[:, None, None] * SX
            + delta * SY)


def berry_phase(hams, level=0):
    """Closed overlap product, with random phases put on every vector."""
    vec = np.linalg.eigh(hams)[1][:, :, level]
    vec = vec * np.exp(2j * np.pi * rng.random(len(vec)))[:, None]
    links = np.sum(vec.conj() * np.roll(vec, -1, axis=0), axis=1)
    assert np.min(np.abs(links)) > 0.9
    phase = -np.angle(np.prod(links / np.abs(links)))
    return (phase + 1e-6) % (2 * np.pi) - 1e-6


def winding(f):
    return int(round(np.sum(np.angle(np.roll(f, -1) / f)) / (2 * np.pi)))


def circle(center, radius, n=1200):
    return center + radius * np.exp(2j * np.pi * np.arange(n) / n)


print(f"k = {k:.2f} Ry/bohr, g = {g:.2f} Ry/bohr^2")

# Real eigenvector followed once around the linear cone
n = 1200
phi = 2 * np.pi * np.arange(n + 1) / n
ham = matrices(field(np.exp(1j * phi), k, 0.0)).real
u = np.linalg.eigh(ham)[1][:, :, 0]
if u[0, 1] < 0:
    u[0] *= -1
for j in range(n):
    if u[j] @ u[j + 1] < 0:
        u[j + 1] *= -1
formula = np.stack([-np.sin(phi / 2), np.cos(phi / 2)], axis=1)
assert np.allclose(u, formula, atol=1e-10)
assert np.allclose(u[-1], -u[0], atol=1e-10)
print("Linear cone, followed real lower eigenvector:")
for j in range(0, n + 1, n // 4):
    print(f"  angle {math.degrees(phi[j]):5.0f} deg: "
          f"({u[j, 0] + 0.0:+.4f}, {u[j, 1] + 0.0:+.4f})")


def connection_integral(v):
    mid = (v[1:] + v[:-1]) / 2
    return (1j * np.sum(mid.conj() * (v[1:] - v[:-1]))).real


real_integral = connection_integral(u.astype(complex))
single = np.exp(0.5j * phi)[:, None] * u
assert np.allclose(single[-1], single[0], atol=1e-10)
single_integral = connection_integral(single)
assert abs(real_integral) < 1e-10
assert abs(single_integral + np.pi) < 1e-4
print(f"Integral of A, real vector: {abs(real_integral):.4f} rad")
print(f"Integral of A, single-valued vector: {single_integral:.4f} rad")

# Parity rule with four conical intersections
points = np.array([0] + [k / g * np.exp(1j * np.pi * q / 3) for q in (1, 3, 5)])
for p in points:
    e = np.linalg.eigvalsh(matrices(field(p, k, g)))[0]
    assert e[1] - e[0] < 1e-12
    # a linear cone: the gap doubles with the distance, in every direction
    for d in np.exp(2j * np.pi * np.arange(8) / 8):
        gaps = [np.ptp(np.linalg.eigvalsh(matrices(field(p + r * d, k, g)))[0])
                for r in (1e-4, 2e-4)]
        assert gaps[0] > 1e-6 and abs(gaps[1] / gaps[0] - 2) < 1e-3
print(f"Outer intersections at radius {k / g:.2f} bohr, angles 60, 180, 300 deg"
      if np.allclose(np.degrees(np.angle(points[1:])) % 360, [60, 180, 300])
      else "unexpected positions")
direction = np.exp(1j * np.pi / 3)
loops = [("origin only", 0, 1.0), ("one outer", 2 * direction, 0.5),
         ("origin + one outer", direction, 1.3), ("all four", 0, 3.0),
         ("none", 1.0, 0.4)]
print("Loop: center (x, y) and radius in bohr, enclosed, winding, gamma/pi")
for name, center, radius in loops:
    z = circle(center, radius)
    enclosed = int(np.sum(np.abs(points - center) < radius))
    gamma = berry_phase(matrices(field(z, k, g)))
    assert abs(gamma - np.pi * (enclosed % 2)) < 1e-8
    assert (winding(field(z, k, g)) - enclosed) % 2 == 0
    c = complex(center)
    print(f"  {name}: ({c.real:.3f}, {c.imag:.3f}), {radius:.1f}, {enclosed}, "
          f"{winding(field(z, k, g)):+d}, {abs(gamma) / np.pi:.4f}")
touch = field(circle(0, 1.0), 0.0, g)
gamma_touch = berry_phase(matrices(touch))
assert abs(gamma_touch) < 1e-8 and winding(touch) == -2
print(f"Quadratic touching (k = 0): winding {winding(touch):+d}, "
      f"gamma/pi = {abs(gamma_touch) / np.pi:.4f}")


# Slow Schroedinger evolution, dynamical phase removed
def evolved_phase(radius, total_time, steps):
    dt = total_time / steps
    angle = 2 * np.pi * (np.arange(steps) + 0.5) / steps
    f = field(radius * np.exp(1j * angle), k, g)
    size = np.abs(f)
    start = np.linalg.eigh(matrices(field(complex(radius), k, g)))[1][0, :, 0]
    p, q = complex(start[0]), complex(start[1])
    cosines = np.cos(size * dt).tolist()
    factors = (-1j * np.sin(size * dt) / size).tolist()
    for a, b, c, s in zip(f.real.tolist(), f.imag.tolist(), cosines, factors):
        p, q = c * p + s * (a * p + b * q), c * q + s * (b * p - a * q)
    amplitude = np.vdot(start, np.array([p, q]))
    return amplitude * np.exp(-1j * np.sum(size) * dt)


duration = 40000.0
print(f"Slow evolution, duration {duration:.0f} hbar/Ry, "
      "amplitude without dynamical phase:")
for radius, sign in ((1.0, -1), (3.0, 1)):
    amp = evolved_phase(radius, duration, 40000)
    assert abs(amp - sign) < 0.05
    print(f"  radius {radius:.1f} bohr: {amp.real:+.4f} {amp.imag:+.4f} i")

# An imaginary coupling removes the quantization
delta = 0.05
gamma_c = berry_phase(matrices(field(circle(0, 1.0), k, 0.0), delta))
gamma_formula = np.pi * (1 - delta / math.hypot(k, delta))
assert abs(gamma_c - gamma_formula) < 1e-3
print(f"With delta = {delta:.2f} Ry on sigma_y, radius 1 bohr: "
      f"gamma/pi = {gamma_c / np.pi:.4f}")

# Larger real matrices: sign changes come in an even number of levels
resolved, with_flips = 0, 0
t = 2 * np.pi * np.arange(2000) / 2000
for _ in range(40):
    m = rng.normal(size=(3, 4, 4))
    m = m + m.transpose(0, 2, 1)
    hams = (np.cos(t)[:, None, None] * m[0] + np.sin(t)[:, None, None] * m[1]
            + 0.5 * m[2])
    v = np.linalg.eigh(hams)[1]
    links = np.sum(v * np.roll(v, -1, axis=0), axis=1)
    if np.min(np.abs(links)) < 0.9:
        continue  # a narrow avoided crossing is not resolved by this grid
    flips = int(np.sum(np.prod(np.sign(links), axis=0) < 0))
    assert flips % 2 == 0
    resolved += 1
    with_flips += flips > 0
assert resolved >= 20 and with_flips > 0
print(f"Random real 4x4 loops: {resolved} resolved, {with_flips} with sign "
      "changes, always an even number of levels")

# Motion on a ring around the cone: half-odd quantum numbers
mass, ring_radius = 1000.0, 1.0
B = 1 / (mass * ring_radius ** 2)
h = k * ring_radius
m_values = np.arange(-20, 21)
up = np.diag(np.ones(len(m_values) - 1), -1)  # multiplication by exp(i phi)
cos_phi, sin_phi = (up + up.T) / 2, (up - up.T) / 2j
ring = (np.kron(np.diag(B * m_values ** 2), np.eye(2))
        + h * (np.kron(cos_phi, SZ) + np.kron(sin_phi, SX)))
levels = np.linalg.eigvalsh(ring)[:6]
j_values = np.array([0.5, 0.5, 1.5, 1.5, 2.5, 2.5])
ring_formula = B * (j_values ** 2 + 0.25) - np.sqrt(h ** 2 + (B * j_values) ** 2)
assert np.allclose(levels, ring_formula, atol=1e-11)
print(f"Ring: mass {mass:.0f} m_e, radius {ring_radius:.1f} bohr, "
      f"B = {B:.6f} Ry")
print("  lowest levels (Ry): " + ", ".join(f"{e:.6f}" for e in levels[:4]))
print(f"  first gap = {levels[2] - levels[0]:.6f} Ry "
      f"= {(levels[2] - levels[0]) / B:.4f} B")

# H3 molecule, full configuration interaction in the 6-31G basis
side = 2.0
scale = side / math.sqrt(3)
omega = np.exp(2j * np.pi * np.arange(3) / 3)
nelec = (2, 1)


def h3_states(w):
    """Molecule, symmetrically orthogonalized orbitals, energies (Ry), states."""
    corners = scale * omega + w * omega.conj()
    mol = gto.M(atom=[["H", (float(c.real), float(c.imag), 0.0)]
                      for c in corners],
                unit="Bohr", basis="6-31g", spin=1, verbose=0)
    sval, svec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    orb = (svec / np.sqrt(sval)) @ svec.T
    h1 = orb.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ orb
    eri = mol.intor("int2e").reshape((len(orb),) * 4)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, orb, orb, orb, orb,
                    optimize=True)
    norb = len(orb)
    shape = (norb * (norb - 1) // 2, norb)
    size = shape[0] * shape[1]
    addr, block = fci.direct_spin1.pspace(h1, eri, norb, nelec, np=size + 10)
    full = np.zeros((size, size))
    full[np.ix_(addr, addr)] = block
    energy, vec = np.linalg.eigh(full)
    ground = np.ascontiguousarray(vec[:, 0].reshape(shape))
    return mol, orb, 2 * (energy[:3] + mol.energy_nuc()), ground, h1, eri


def state_overlap(one, two):
    """Overlap of two three-electron states at different geometries."""
    s = one[1].T @ gto.intor_cross("int1e_ovlp", one[0], two[0]) @ two[1]
    pairs = np.array([(p, q) for q in range(len(s)) for p in range(q)])
    p, q = pairs[:, 0], pairs[:, 1]
    minors = s[np.ix_(p, p)] * s[np.ix_(q, q)] - s[np.ix_(p, q)] * s[np.ix_(q, p)]
    return float(np.sum(one[3] * (minors @ two[3] @ s.T)))


sym = h3_states(0.0)
sym_gap = sym[2][1] - sym[2][0]
assert abs(sym_gap) < 1e-8 and sym[2][2] - sym[2][0] > 0.01
near = [h3_states(r)[2] for r in (0.01, 0.02)]
ratio = (near[1][1] - near[1][0]) / (near[0][1] - near[0][0])
assert abs(ratio - 2) < 0.05
# the matrix is checked against a direct application of the Hamiltonian
check = h3_states(0.1 + 0.05j)
h2 = fci.direct_spin1.absorb_h1e(check[4], check[5], len(check[1]), nelec, 0.5)
applied = fci.direct_spin1.contract_2e(h2, check[3], len(check[1]), nelec)
assert np.allclose(applied, (check[2][0] / 2 - check[0].energy_nuc()) * check[3],
                   atol=1e-8)
print(f"H3, FCI/6-31G, equilateral side {side:.2f} bohr: "
      f"E = {sym[2][0]:.5f} Ry = {sym[2][0] * RY_EV:.3f} eV")
print(f"  gap at w = 0: {abs(sym_gap):.6f} Ry; "
      f"gap(w=0.02)/gap(w=0.01) = {ratio:.3f}")
steps, w_radius = 24, 0.15
for center, expected in ((0.0, -1), (0.4, 1)):
    states = [h3_states(center + w_radius * np.exp(2j * np.pi * j / steps))
              for j in range(steps)]
    gaps = np.array([st[2][1] - st[2][0] for st in states])
    assert gaps.min() > 1e-3
    links = np.array([state_overlap(states[j], states[(j + 1) % steps])
                      for j in range(steps)])
    assert np.min(np.abs(links)) > 0.9
    signs = np.concatenate([[1], np.cumprod(np.sign(links))])
    assert signs[-1] == expected
    print(f"  loop center w = {center:.2f}, radius {w_radius:.2f} bohr: "
          f"return sign {int(signs[-1]):+d}")
    print(f"    gap {gaps.min():.5f} to {gaps.max():.5f} Ry "
          f"({gaps.min() * RY_EV:.3f} to {gaps.max() * RY_EV:.3f} eV), "
          f"smallest |link| {np.min(np.abs(links)):.4f}")
    quarter = [signs[j] * state_overlap(states[0], states[j % steps])
               for j in range(0, steps + 1, steps // 4)]
    print("    overlap with start at 0, 90, 180, 270, 360 deg: "
          + ", ".join(f"{x:+.4f}" for x in quarter))

print("all tests passed")
```

Running it gives:

```
k = 0.10 Ry/bohr, g = 0.05 Ry/bohr^2
Linear cone, followed real lower eigenvector:
  angle     0 deg: (+0.0000, +1.0000)
  angle    90 deg: (-0.7071, +0.7071)
  angle   180 deg: (-1.0000, +0.0000)
  angle   270 deg: (-0.7071, -0.7071)
  angle   360 deg: (-0.0000, -1.0000)
Integral of A, real vector: 0.0000 rad
Integral of A, single-valued vector: -3.1416 rad
Outer intersections at radius 2.00 bohr, angles 60, 180, 300 deg
Loop: center (x, y) and radius in bohr, enclosed, winding, gamma/pi
  origin only: (0.000, 0.000), 1.0, 1, +1, 1.0000
  one outer: (1.000, 1.732), 0.5, 1, -1, 1.0000
  origin + one outer: (0.500, 0.866), 1.3, 2, +0, 0.0000
  all four: (0.000, 0.000), 3.0, 4, -2, 0.0000
  none: (1.000, 0.000), 0.4, 0, +0, 0.0000
Quadratic touching (k = 0): winding -2, gamma/pi = 0.0000
Slow evolution, duration 40000 hbar/Ry, amplitude without dynamical phase:
  radius 1.0 bohr: -1.0000 -0.0055 i
  radius 3.0 bohr: +1.0000 +0.0049 i
With delta = 0.05 Ry on sigma_y, radius 1 bohr: gamma/pi = 0.5528
Random real 4x4 loops: 34 resolved, 28 with sign changes, always an even number of levels
Ring: mass 1000 m_e, radius 1.0 bohr, B = 0.001000 Ry
  lowest levels (Ry): -0.099501, -0.099501, -0.097511, -0.097511
  first gap = 0.001990 Ry = 1.9900 B
H3, FCI/6-31G, equilateral side 2.00 bohr: E = -3.03941 Ry = -41.353 eV
  gap at w = 0: 0.000000 Ry; gap(w=0.02)/gap(w=0.01) = 2.008
  loop center w = 0.00, radius 0.15 bohr: return sign -1
    gap 0.15363 to 0.17258 Ry (2.090 to 2.348 eV), smallest |link| 0.9873
    overlap with start at 0, 90, 180, 270, 360 deg: +1.0000, +0.6647, +0.0000, -0.6647, -1.0000
  loop center w = 0.40, radius 0.15 bohr: return sign +1
    gap 0.29581 to 0.67530 Ry (4.025 to 9.188 eV), smallest |link| 0.9978
    overlap with start at 0, 90, 180, 270, 360 deg: +1.0000, +0.9686, +0.9437, +0.9686, +1.0000
all tests passed
```
